# Leading Finite-Size Correction for a Charged Defect in Silicon: a program that tests the result

```python
"""Leading finite-size correction for a charged defect in a cubic supercell.

Result under test (Hartree atomic units):
    E_isolated - E_periodic = alpha q^2/(2 eps L)
                              - 2 pi (q Q - p^2)/(3 eps L^3) + O(L^-5)
q: total defect charge; L: cell side; eps: macroscopic dielectric constant;
alpha: simple cubic Madelung constant; Q: integral of rho r^2; p: dipole.
The periodic cell has a uniform neutralizing background and zero mean potential.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erfc

BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def integer_vectors(nmax):
    """All integer triples with components from -nmax to nmax."""
    n = np.arange(-nmax, nmax + 1)
    return np.stack(np.meshgrid(n, n, n, indexing="ij"), axis=-1).reshape(-1, 3)


def madelung_ewald(kappa):
    """Madelung constant for L = 1 from the Ewald splitting."""
    n = integer_vectors(10)
    distance = np.sqrt(np.sum(n**2, axis=1))
    distance = distance[distance > 0]
    g2 = (2 * np.pi * distance)**2
    reciprocal = np.sum(4 * np.pi * np.exp(-g2 / (4 * kappa**2)) / g2)
    real = np.sum(erfc(kappa * distance) / distance)
    return -(reciprocal - np.pi / kappa**2 + real - 2 * kappa / np.sqrt(np.pi))


def madelung_neutral_cubes():
    """Direct sum of point charges, each with its own neutralizing unit cube."""
    x, weight = np.polynomial.legendre.leggauss(60)
    x, weight = x / 2, weight / 2
    # The divergence theorem turns the integral of 1/r over a cube into faces.
    face = 1 / np.sqrt(x[:, None]**2 + x[None, :]**2 + 0.25)
    cube_integral = 1.5 * np.einsum("i,j,ij", weight, weight, face)
    sums, widths = [], []
    for nmax in (30, 60):
        n2 = np.arange(-nmax, nmax + 1)**2
        r2 = (n2[:, None, None] + n2[None, :, None] + n2[None, None, :]).ravel()
        width = 2 * nmax + 1
        sums.append(np.sum(1 / np.sqrt(r2[r2 > 0])) - width**2 * cube_integral)
        widths.append(width)
    a, b = widths[0]**2, widths[1]**2
    limit = (b * sums[1] - a * sums[0]) / (b - a)  # removes the 1/width^2 tail
    mean_potential = np.pi / 6
    return -(limit - mean_potential)


def periodic_energy(charges, positions, sigma, side, eps):
    """Energy of Gaussians on the x axis, by an explicit reciprocal sum."""
    nmax = int(np.ceil(6.5 * side / (2 * np.pi * sigma)))
    g = 2 * np.pi / side * integer_vectors(nmax)
    g2 = np.sum(g**2, axis=1)
    g, g2 = g[g2 > 0], g2[g2 > 0]
    structure = sum(c * np.exp(-1j * g[:, 0] * x)
                    for c, x in zip(charges, positions))
    terms = np.abs(structure)**2 * np.exp(-sigma**2 * g2) / g2
    return 2 * np.pi / (eps * side**3) * np.sum(terms)


def isolated_energy(charges, positions, sigma, eps):
    """Energy of the same Gaussians without images, by quadrature."""
    def integrand(k):
        pairs = sum(a * b * np.sinc(k * (x - y) / np.pi)
                    for a, x in zip(charges, positions)
                    for b, y in zip(charges, positions))
        return pairs * np.exp(-(sigma * k)**2)
    value = quad(integrand, 0, 8 / sigma, epsabs=1e-13, epsrel=1e-12)[0]
    return value / (np.pi * eps)


# Microscopic dielectric: host cell of side 1 with POINTS grid points per side.
POINTS = 4
STEP = 1 / POINTS


def gradient(u, axis):
    return (np.roll(u, -1, axis) - u) / STEP


def divergence(flux, axis):
    return (flux - np.roll(flux, 1, axis)) / STEP


def local_dielectric(cells):
    """Local dielectric constant on the links along each axis."""
    node = np.arange(cells * POINTS) * STEP
    links = []
    for axis in range(3):
        coords = [node + (STEP / 2 if k == axis else 0) for k in range(3)]
        c = [np.cos(2 * np.pi * v) for v in coords]
        links.append(12 + 3.5 * (c[0][:, None, None] + c[1][None, :, None]
                                 + c[2][None, None, :]))
    return links


def solve_poisson(links, source):
    """Solve -div(eps grad u) = source by preconditioned conjugate gradients."""
    size = source.shape[0]
    s = (2 - 2 * np.cos(2 * np.pi * np.arange(size) / size)) / STEP**2
    symbol = s[:, None, None] + s[None, :, None] + s[None, None, :]
    symbol[0, 0, 0] = np.inf

    def precondition(r):
        return np.fft.ifftn(np.fft.fftn(r) / symbol).real

    def operator(u):
        return -sum(divergence(links[k] * gradient(u, k), k) for k in range(3))

    u = np.zeros_like(source)
    r = source.copy()
    z = precondition(r)
    direction = z.copy()
    rz = np.sum(r * z)
    target = 1e-10 * np.linalg.norm(source)
    for _ in range(400):
        image = operator(direction)
        step = rz / np.sum(direction * image)
        u += step * direction
        r -= step * image
        if np.linalg.norm(r) < target:
            return u - u.mean()
        z = precondition(r)
        rz_new = np.sum(r * z)
        direction = z + rz_new / rz * direction
        rz = rz_new
    raise RuntimeError("Poisson solver did not converge")


def macroscopic_dielectric():
    """Mean flux produced by a unit mean field in one host cell."""
    links = local_dielectric(1)
    u = solve_poisson(links, divergence(links[0], 0))
    return np.mean(links[0] * (1 + gradient(u, 0))), np.mean(links[0])


def microscopic_energy(cells):
    """Energy of a unit charge at a cubic site of the microscopic medium."""
    links = local_dielectric(cells)
    source = np.full(links[0].shape, -4 * np.pi / cells**3)
    source[0, 0, 0] += 4 * np.pi / STEP**3
    return 0.5 * solve_poisson(links, source)[0, 0, 0]


# Madelung constant by two roads, and independence of the Ewald parameter.
alpha = madelung_ewald(2.0)
alpha_direct = madelung_neutral_cubes()
assert abs(alpha - madelung_ewald(3.0)) < 1e-11
assert abs(alpha - alpha_direct) < 2e-6  # remaining tail of the direct sum

# The silicon cell of the exercise.
side_angstrom, eps, atoms = 10.86, 11.7, 64
side = side_angstrom / BOHR_ANGSTROM
cells_per_side = round((atoms / 8)**(1 / 3))
assert 8 * cells_per_side**3 == atoms
correction = alpha / (2 * eps * side)
print(f"Cell side: {side_angstrom:.2f} angstrom = {side:.4f} bohr")
print(f"Conventional cells per side: {cells_per_side}")
print(f"Conventional lattice constant: {side_angstrom / cells_per_side:.2f} angstrom")
print(f"Dielectric constant: {eps:.1f}")
print(f"Madelung constant, Ewald: {alpha:.6f}")
print(f"Madelung constant, neutral cubes: {alpha_direct:.6f}")
print(f"Correction, |q|=1: {correction:.6f} hartree")
print(f"Correction, |q|=1: {correction * HARTREE_EV:.4f} eV")
print(f"Correction without screening, |q|=1: {correction * eps * HARTREE_EV:.3f} eV")
print(f"Correction, |q|=2: {4 * correction * HARTREE_EV:.4f} eV")

# Gaussian model charge: error of the periodic energy before and after correction.
sigma = 2.0
single = ([1.0], [0.0])
reference = isolated_energy(*single, sigma, eps)
print(f"Gaussian model width: {sigma:.1f} bohr")
print(f"Gaussian isolated energy: {reference:.6f} hartree")
for repeat in (2, 3, 4):
    length = side * repeat / cells_per_side
    periodic = periodic_energy(*single, sigma, length, eps)
    leading = alpha_direct / (2 * eps * length)
    cubic_term = 2 * np.pi * sigma**2 / (eps * length**3)
    assert periodic < reference
    assert abs(reference - periodic - leading + cubic_term) < 1e-8
    negative = periodic_energy([-1.0], [0.0], sigma, length, eps)
    assert abs(negative - periodic) < 1e-13
    before = (periodic - reference) * HARTREE_EV
    after = (periodic + leading - reference) * HARTREE_EV
    print(f"{8 * repeat**3} atoms, L = {length * BOHR_ANGSTROM:.2f} angstrom:")
    print(f"  periodic Gaussian energy: {periodic:.6f} hartree")
    print(f"  leading correction: {leading * HARTREE_EV:.4f} eV")
    print(f"  model error before: {before:.4f} eV; after: {after:.4f} eV")

# A charge with a dipole tests the complete L^-3 formula.
charges, positions, width = np.array([1.5, -0.5]), np.array([0.0, 2.0]), 1.5
q_total = charges.sum()
dipole = np.sum(charges * positions)
second_moment = np.sum(charges * (positions**2 + 3 * width**2))
difference = (isolated_energy(charges, positions, width, eps)
              - periodic_energy(charges, positions, width, side, eps))
third_order = (2 * np.pi * (q_total * second_moment - dipole**2)
               / (3 * eps * side**3))
predicted = alpha_direct * q_total**2 / (2 * eps * side) - third_order
assert abs(difference - predicted) < 3e-6  # neglected L^-5 term
print(f"Dipolar model, computed difference: {difference:.6f} hartree")
print(f"Dipolar model, formula through L^-3: {predicted:.6f} hartree")

# The 1/L coefficient in a microscopically nonuniform medium.
eps_macro, eps_average = macroscopic_dielectric()
sizes = np.array([4, 5, 6, 8])
energies = np.array([microscopic_energy(int(n)) for n in sizes])
powers = np.column_stack([np.ones(4), -0.5 / sizes, 1.0 / sizes**3,
                          1.0 / sizes**5])
coefficient = np.linalg.solve(powers, energies)[1]
eps_from_energy = alpha / coefficient
assert abs(eps_from_energy / eps_macro - 1) < 2e-3  # truncated size series
assert abs(eps_average / eps_macro - 1) > 1e-2  # the two choices are distinct
print(f"Nonuniform medium, average local constant: {eps_average:.3f}")
print(f"Nonuniform medium, macroscopic constant: {eps_macro:.3f}")
print(f"Nonuniform medium, constant from 1/L energy: {eps_from_energy:.3f}")

print("verified")
```

It prints:

```
Cell side: 10.86 angstrom = 20.5224 bohr
Conventional cells per side: 2
Conventional lattice constant: 5.43 angstrom
Dielectric constant: 11.7
Madelung constant, Ewald: 2.837297
Madelung constant, neutral cubes: 2.837297
Correction, |q|=1: 0.005908 hartree
Correction, |q|=1: 0.1608 eV
Correction without screening, |q|=1: 1.881 eV
Correction, |q|=2: 0.6431 eV
Gaussian model width: 2.0 bohr
Gaussian isolated energy: 0.012055 hartree
64 atoms, L = 10.86 angstrom:
  periodic Gaussian energy: 0.006396 hartree
  leading correction: 0.1608 eV
  model error before: -0.1540 eV; after: 0.0068 eV
216 atoms, L = 16.29 angstrom:
  periodic Gaussian energy: 0.008190 hartree
  leading correction: 0.1072 eV
  model error before: -0.1052 eV; after: 0.0020 eV
512 atoms, L = 21.72 angstrom:
  periodic Gaussian energy: 0.009132 hartree
  leading correction: 0.0804 eV
  model error before: -0.0795 eV; after: 0.0008 eV
Dipolar model, computed difference: 0.005831 hartree
Dipolar model, formula through L^-3: 0.005831 hartree
Nonuniform medium, average local constant: 12.000
Nonuniform medium, macroscopic constant: 11.464
Nonuniform medium, constant from 1/L energy: 11.467
verified
```
